# Mass Ratio and Optical Phonon Decay in a Diatomic Chain: a numerical check

```python
"""
Result under test: in a chain of alternating light and heavy masses with equal
springs, an optical phonon cannot decay into two acoustic phonons if
r = heavy/light > 4 (energy alone), and already if r > 3 when crystal momentum
is also conserved.
Symbols: phase = q*a (wavevector times cell length), spring = K in N/m,
second = spring K2 between neighbouring heavy atoms, frequencies in THz.
Band 0 is acoustic, band 1 is optical.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import atomic_mass, h, e

LIGHT_U = 20.0
SPRING = 100.0
PI = np.pi
THZ = 2 * PI * 1e12
MEV_PER_THZ = h * 1e12 / e * 1e3
MESH = 240


def bloch_matrix(phase, ratio, second=0.0):
    phase = np.atleast_1d(np.asarray(phase, dtype=float))
    light = LIGHT_U * atomic_mass
    heavy = ratio * light
    matrix = np.zeros((phase.size, 2, 2), dtype=complex)
    matrix[:, 0, 0] = 2 * SPRING / light
    matrix[:, 1, 1] = (2 * SPRING + 2 * second * (1 - np.cos(phase))) / heavy
    coupling = -SPRING * (1 + np.exp(-1j * phase)) / np.sqrt(light * heavy)
    matrix[:, 0, 1] = coupling
    matrix[:, 1, 0] = coupling.conj()
    return matrix


def bands(phase, ratio, second=0.0):
    squares = np.linalg.eigvalsh(bloch_matrix(phase, ratio, second))
    return np.sqrt(np.clip(squares, 0, None)) / THZ


def freq(phase, ratio, band):
    return bands(phase, ratio)[0, band]


def bond_stretches(phase, ratio, band):
    """Stretch of the two bonds of a cell in one normal mode."""
    vector = np.linalg.eigh(bloch_matrix(phase, ratio)[0])[1][:, band]
    u_light, u_heavy = vector[0], vector[1] / np.sqrt(ratio)
    return np.array([u_heavy - u_light,
                     u_light * np.exp(1j * phase) - u_heavy])


def relative_coupling(optical_phase, acoustic_phases, ratio):
    """Anharmonic bond coupling: 0 = full cancellation, 1 = no cancellation."""
    product = bond_stretches(optical_phase, ratio, 1).conj()
    for phase in acoustic_phases:
        product = product * bond_stretches(phase, ratio, 0)
    return abs(product.sum()) / np.abs(product).sum()


grid = 2 * PI * np.arange(MESH) / MESH
index = np.arange(MESH)
sum_index = (index[:, None] + index[None, :]) % MESH


def energy_gap(ratio, second=0.0):
    """Lowest optical minus twice the highest acoustic frequency."""
    table = bands(grid, ratio, second)
    return table[:, 1].min() - 2 * table[:, 0].max()


def pair_mismatch(ratio):
    """Optical minus two acoustic frequencies for all momentum pairs."""
    table = bands(grid, ratio)
    acoustic, optical = table[:, 0], table[:, 1]
    return optical[sum_index] - acoustic[:, None] - acoustic[None, :]


# Closed-form bands against a finite ring assembled spring by spring
cells = 24
light_kg = LIGHT_U * atomic_mass
for ratio in (2.5, 5.0):
    masses = np.tile([light_kg, ratio * light_kg], cells)
    stiffness = np.zeros((2 * cells, 2 * cells))
    for left in range(2 * cells):
        right = (left + 1) % (2 * cells)
        stiffness[left, left] += SPRING
        stiffness[right, right] += SPRING
        stiffness[left, right] -= SPRING
        stiffness[right, left] -= SPRING
    ring = np.linalg.eigvalsh(stiffness / np.sqrt(np.outer(masses, masses)))
    ring_phase = 2 * PI * np.arange(cells) / cells
    root = np.abs(ratio + np.exp(1j * ring_phase))
    scale = SPRING / (ratio * light_kg)
    formula = np.sort(np.r_[1 + ratio - root, 1 + ratio + root]) * scale
    assert np.allclose(ring, formula, rtol=0, atol=1e-10 * ring.max())

# Band edges and the exact lower bound used for the sharp limit
for ratio in (2.5, 3.5, 5.0):
    table = bands(grid, ratio)
    heavy_kg = ratio * light_kg
    assert np.isclose(table[:, 0].max(), np.sqrt(2 * SPRING / heavy_kg) / THZ)
    assert np.isclose(table[:, 1].min(), np.sqrt(2 * SPRING / light_kg) / THZ)
    squares = (table * THZ) ** 2 * heavy_kg / SPRING
    margin = (squares[sum_index, 1]
              - 2 * (squares[:, None, 0] + squares[None, :, 0]))
    assert abs(margin.min() - 2 * (ratio - 3)) < 1e-9

# Critical mass ratios located from the diagonalized bands
critical_energy = brentq(energy_gap, 2, 6)
critical_momentum = brentq(lambda ratio: pair_mismatch(ratio).min(), 2, 6)
assert abs(critical_energy - 4) < 1e-8
assert abs(critical_momentum - 3) < 1e-8
for ratio in (4.01, 5.0, 8.0, 20.0):
    assert energy_gap(ratio) > 0 and pair_mismatch(ratio).min() > 0

print(f"light mass m = {LIGHT_U:.0f} u, spring K = {SPRING:.0f} N/m")
print(f"critical M/m, energy only = {critical_energy:.6f}")
print(f"critical M/m, energy and momentum = {critical_momentum:.6f}")

for ratio in (5.0, 3.5, 2.5):
    table = bands(grid, ratio)
    gap = energy_gap(ratio)
    print(f"--- M = {ratio * LIGHT_U:.0f} u, M/m = {ratio:.1f}")
    print(f"highest acoustic frequency = {table[:, 0].max():.3f} THz")
    print(f"twice highest acoustic = {2 * table[:, 0].max():.3f} THz")
    print(f"lowest optical frequency = {table[:, 1].min():.3f} THz")
    print(f"highest optical frequency = {table[:, 1].max():.3f} THz")
    print(f"energy-only margin = {gap:.3f} THz = {gap * MEV_PER_THZ:.2f} meV")
    if ratio > 3:
        mismatch = pair_mismatch(ratio)
        least = mismatch.min()
        first, second_index = np.unravel_index(mismatch.argmin(), mismatch.shape)
        edge_value = freq(0.0, ratio, 1) - 2 * freq(PI, ratio, 0)
        assert abs(least - edge_value) < 1e-9
        print(f"least mismatch with momentum = {least:.3f} THz"
              f" = {least * MEV_PER_THZ:.2f} meV")
        print(f"  reached at q1, q2 = {grid[first] / PI:.3f},"
              f" {grid[second_index] / PI:.3f} pi/a")

# Allowed decay below the sharp limit, first at q = 0, then at q > 0
ratio = 2.5
center_phase = brentq(
    lambda p: 2 * freq(p, ratio, 0) - freq(0.0, ratio, 1), 0.1, PI)
sine_square = np.sin(center_phase / 2) ** 2
assert abs(sine_square - 3 * (1 + ratio) ** 2 / (16 * ratio)) < 1e-9
center_coupling = relative_coupling(0.0, (center_phase, -center_phase), ratio)
assert center_coupling < 1e-9

start = 0.2 * PI
first_phase = brentq(
    lambda p: freq(p, ratio, 0) + freq(start - p, ratio, 0)
    - freq(start, ratio, 1), start, PI + start / 2)
second_phase = start - first_phase
pair_coupling = relative_coupling(start, (first_phase, second_phase), ratio)
assert pair_coupling > 0.01
print("--- allowed decays at M/m = 2.5")
print(f"q = 0: q1 = -q2 = {center_phase / PI:.4f} pi/a,"
      f" sin^2(q1 a/2) = {sine_square:.5f}")
print(f"q = 0: relative cubic coupling = {center_coupling:.3f}")
print(f"q = {start / PI:.1f} pi/a: optical = {freq(start, ratio, 1):.3f} THz")
print(f"  q1 = {first_phase / PI:.4f} pi/a,"
      f" acoustic = {freq(first_phase, ratio, 0):.3f} THz")
print(f"  q2 = {second_phase / PI:.4f} pi/a,"
      f" acoustic = {freq(second_phase, ratio, 0):.3f} THz")
print(f"  relative cubic coupling = {pair_coupling:.3f}")

# Three acoustic phonons remain possible at r = 5
ratio = 5.0
one = 0.8 * PI
rest = PI - one
two = brentq(
    lambda p: freq(one, ratio, 0) + freq(p, ratio, 0)
    + freq(rest - p, ratio, 0) - freq(PI, ratio, 1), rest, PI + rest / 2)
three = rest - two
triple_coupling = relative_coupling(PI, (one, two, three), ratio)
assert triple_coupling > 0.01
print("--- three-acoustic decay at M/m = 5, optical q = pi/a")
print(f"optical frequency = {freq(PI, ratio, 1):.3f} THz")
for phase in (one, two, three):
    print(f"  q = {phase / PI:.4f} pi/a,"
          f" acoustic = {freq(phase, ratio, 0):.3f} THz")
print(f"  relative quartic coupling = {triple_coupling:.3f}")

# Second-neighbour spring that removes the energy-only margin at r = 5
limit = brentq(lambda k2: energy_gap(ratio, k2), 0, SPRING / 2)
assert abs(ratio - 4 * (1 + 2 * limit / SPRING)) < 1e-8
print("--- neglected heavy-heavy spring K2 at M/m = 5")
print(f"K2 that closes the energy-only margin = {limit:.2f} N/m")
print(f"as a fraction of K = {limit / SPRING:.4f}")

print("all tests passed")
```

Output:

```
light mass m = 20 u, spring K = 100 N/m
critical M/m, energy only = 4.000000
critical M/m, energy and momentum = 3.000000
--- M = 100 u, M/m = 5.0
highest acoustic frequency = 5.523 THz
twice highest acoustic = 11.047 THz
lowest optical frequency = 12.351 THz
highest optical frequency = 13.530 THz
energy-only margin = 1.304 THz = 5.39 meV
least mismatch with momentum = 2.483 THz = 10.27 meV
  reached at q1, q2 = 1.000, 1.000 pi/a
--- M = 70 u, M/m = 3.5
highest acoustic frequency = 6.602 THz
twice highest acoustic = 13.204 THz
lowest optical frequency = 12.351 THz
highest optical frequency = 14.005 THz
energy-only margin = -0.853 THz = -3.53 meV
least mismatch with momentum = 0.801 THz = 3.31 meV
  reached at q1, q2 = 1.000, 1.000 pi/a
--- M = 50 u, M/m = 2.5
highest acoustic frequency = 7.811 THz
twice highest acoustic = 15.623 THz
lowest optical frequency = 12.351 THz
highest optical frequency = 14.614 THz
energy-only margin = -3.272 THz = -13.53 meV
--- allowed decays at M/m = 2.5
q = 0: q1 = -q2 = 0.8160 pi/a, sin^2(q1 a/2) = 0.91875
q = 0: relative cubic coupling = 0.000
q = 0.2 pi/a: optical = 14.468 THz
  q1 = 0.9230 pi/a, acoustic = 7.718 THz
  q2 = -0.7230 pi/a, acoustic = 6.750 THz
  relative cubic coupling = 0.204
--- three-acoustic decay at M/m = 5, optical q = pi/a
optical frequency = 12.351 THz
  q = 0.8000 pi/a, acoustic = 5.193 THz
  q = 0.5852 pi/a, acoustic = 4.220 THz
  q = -0.3852 pi/a, acoustic = 2.938 THz
  relative quartic coupling = 0.084
--- neglected heavy-heavy spring K2 at M/m = 5
K2 that closes the energy-only margin = 12.50 N/m
as a fraction of K = 0.1250
all tests passed
```
